# k-point sampling errors in energy differences between supercells of one lattice, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The manuscript, which is imagined for the purpose of this comment, treats a model metal with one s orbital on each site of an fcc lattice of cube edge $a$, nearest-neighbour hopping $-t$ with $t=0.5$ eV, one electron per atom, two degenerate spins and Fermi-Dirac occupations of width $\sigma=0.1$ eV. An ordered L1$_0$ phase is made by adding on-site energies $\pm\Delta$ on alternate (001) planes, with $\Delta=0.1$ eV. The ordering energy is the free energy per atom of this phase minus that of the crystal with $\Delta=0$.

The ordered phase is computed in its two-atom tetragonal cell on a $7\times7\times5$ mesh, and the reference in the one-atom primitive cell on an $8\times8\times8$ mesh. The authors report $-9.95$ meV/atom and defend it with three claims.

- Claim A. The sampling error is a function of the k-point density. The meshes have $7\cdot7\cdot5\cdot2=490$ and $8^3=512$ points times atoms, within $(512-490)/512=4.3\%$ of each other, so the errors cancel.
- Claim B. The primitive mesh lies 1.5 meV from the converged value, so the other mesh is about as good.
- Claim C. Froyen's equivalent points would remove the sampling error altogether, but they are not needed.

The comments below examine each claim. All numbers come from the numerical check. Energies are per atom, three decimals in meV are kept so that sums and differences can be checked against the output, and they describe this model and no material.

## 1. What a mesh in a supercell samples

Let $P$ be the primitive lattice and $L_A\subset P$ the lattice of a cell $A$ holding $n_A$ primitive cells. A star marks the reciprocal lattice, the set of $G$ with $e^{iG\cdot R}=1$ for all $R$ of the direct lattice. Since $L_A\subset P$, every vector of $P^*$ also belongs to $L_A^*$. The reciprocal cell volume is $(2\pi)^3$ over the direct cell volume, so $L_A^*$ splits into $n_A$ classes modulo $P^*$.

One lemma carries most of the analysis. For a sublattice $L\subset P$ of index $N$, a vector $R\in P$, and $G$ running over the $N$ classes of $L^*$ modulo $P^*$,

$$S(R)=\frac1N\sum_G e^{iG\cdot R}=\begin{cases}1,&R\in L\\0,&R\notin L.\end{cases}\tag{1}$$

Each term depends only on the class of $G$, because $R\in P$. If $R\in L$, every term is 1. If $R\notin L$, one coordinate of $R$ in a basis of $L$ is not an integer, and the matching reciprocal basis vector $G_0$ has $e^{iG_0\cdot R}\ne1$. The map $G\to G+G_0$ permutes the classes, so $S=e^{iG_0\cdot R}S$, which forces $S=0$.

In cell $A$ at wave vector $K$ one diagonalizes $H$ among amplitudes with $\psi(r+T)=e^{iK\cdot T}\psi(r)$ for all $T\in L_A$. Such a $\psi$ is fixed by its values on the $n_A$ sites of the cell, so the space has dimension $n_A$. The $n_A$ waves $e^{i(K+G)\cdot r}$, with $G$ in the classes of $L_A^*$ modulo $P^*$, satisfy the condition. They are independent, since they belong to different eigenvalues of the translations of $P$, and so they span the space. Each is an eigenvector of the hopping operator, with eigenvalue $\varepsilon(K+G)$, where $\varepsilon(k)=-t\sum_\delta e^{ik\cdot\delta}$ over the twelve neighbour vectors. The four vectors $(\pm a/2,\pm a/2,0)$ give $4c_xc_y$ with $c_i=\cos(k_ia/2)$, and the other two planes give the analogous terms, so

$$\varepsilon(k)=-4t\,(c_xc_y+c_yc_z+c_zc_x),\qquad \operatorname{spec}H_A(K)=\{\varepsilon(K+G)\}.\tag{2}$$

With several orbitals per cell the same holds band by band. The translations of $P$ commute with $H$ and preserve the $K$ sector, and a joint eigenvalue $e^{ik\cdot R}$ must reduce to $e^{iK\cdot T}$ on $L_A$, which means $k-K\in L_A^*$.

The program builds $H_A(K)$ bond by bond in real space and asserts (2) at a random $K$ in the tetragonal and the four-atom cubic cell. For the cubic cell at $K=(0.9486,0.3118,0.4233)\,2\pi/a$ the levels are $-1.83697$, $-0.36334$, $0.89514$ and $1.30517$ eV. By (1) their sum is $-4t\sum_\delta e^{iK\cdot\delta}S(\delta)=0$, since no neighbour vector belongs to the simple cubic lattice, and indeed $-1.83697-0.36334+0.89514+1.30517=0.00000$ eV.

Now take an $n_1\times n_2\times n_3$ mesh in cell $A$, with cell vectors $A_i$ and reciprocal vectors $B_i$ obeying $A_i\cdot B_j=2\pi\delta_{ij}$. Its points are $K=k_0+\sum_i (j_i/n_i)B_i$ with $j_i=0,\dots,n_i-1$. The vectors $B_i/n_i$ are reciprocal to $n_iA_i$, so the points are $k_0+L^*$ taken modulo $L_A^*$, where $L$ is spanned by $n_iA_i$. A class of $L^*$ modulo $P^*$ is specified by a class of $L^*$ modulo $L_A^*$ (the point $K$) and a class of $L_A^*$ modulo $P^*$ (the vector $G$). The unfolded set $\{K+G\}$ is therefore $k_0+L^*$ modulo $P^*$, with $N=n_An_1n_2n_3$ points. A regular mesh is thus described by the pair $(L,k_0)$. The density fixes one number, the cell volume of $L$.

## 2. The sampling error at fixed chemical potential

Write $x=(\varepsilon-\mu)/\sigma$ and $f=1/(e^x+1)$. The grand potential of one level, both spins included, is $\omega=-2\sigma\ln(1+e^{-x})$, and on a mesh $\Omega=\frac1N\sum_k\omega(k)$. For $\sigma>0$ the function $\omega(k)$ is smooth and periodic in $P^*$, so it has an absolutely convergent series

$$\omega(k)=\sum_{R\in P}\omega_R\,e^{ik\cdot R},\qquad \omega_R=\frac1{V_{\rm BZ}}\int_{\rm BZ}\omega(k)\,e^{-ik\cdot R}\,d^3k .$$

The zone average is $\Omega_\infty=\omega_0$. Since $\omega(k)$ is real and even, $\omega_R$ is real and $\omega_{-R}=\omega_R$. Averaging the series over $k=k_0+G$ gives $\Omega=\sum_R\omega_RW(R)$, with the mesh character

$$W(R)=\frac1N\sum_ke^{ik\cdot R}=e^{ik_0\cdot R}S(R).$$

By (1) only vectors of $L$ survive, and $R$ and $-R$ combine into a cosine:

$$\delta\Omega=\Omega-\Omega_\infty=\sum_{R\in L,\;R\neq0}\omega_R\cos(k_0\cdot R).\tag{3}$$

This is exact. Two meshes of equal density but different $L$ pick different coefficients, and the coefficients vary in size and sign with the direction and length of $R$. At fixed $\mu$, Claim A would require the sum in (3) to depend on the cell volume of $L$ alone.

What makes the error small asymptotically is the length of the shortest vectors of $L$, which a high density does not by itself guarantee: an $n\times n\times4$ mesh in the tetragonal cell keeps $(0,0,\pm4a)$ in $L$ however large $n$ is. The logarithm is singular where $e^{-x}=-1$, the nearest points being $\varepsilon=\mu\pm i\pi\sigma$. In this one-band model $\varepsilon(k)$ is entire, so the integration can be moved to $k-i\kappa\hat n$, with $\hat n$ along $R$, until a singular point is met, and $e^{-i(k-i\kappa\hat n)\cdot R}=e^{-ik\cdot R}e^{-\kappa|R|}$. To first order in $\kappa$ the imaginary part of $\varepsilon$ is $-\kappa\,\hat n\cdot\nabla\varepsilon$, so to leading order in $\sigma$ the shift is allowed up to $\kappa\approx\pi\sigma/\max|\hat n\cdot\nabla\varepsilon|$, the maximum being taken on the Fermi surface. The bound $|\omega_R|\le C e^{-\kappa|R|}$ follows. This estimate of the rate is not tested by the program. It shows that all meshes agree once the shortest vector of $L$ is many times $1/\kappa$, because each error is then separately small, and that this bound is lost as $\sigma\to0$. The program's reference is in that regime: $F_\infty=-1.317050$ eV and $\mu_\infty=0.456405$ eV on a $126^3$ mesh, with a $98^3$ mesh differing by $4.2\times10^{-12}$ eV.

## 3. The correction for fixed electron number

The manuscript compares free energies at a fixed number $n=1$ of electrons per atom, so $\mu$ itself depends on the mesh. From $\ln f=-x-\ln(1+e^{-x})$ and $\ln(1-f)=-\ln(1+e^{-x})$ one gets $f\ln f+(1-f)\ln(1-f)=-fx-\ln(1+e^{-x})$. Multiplying by $2\sigma$ and rearranging,

$$\omega=2f(\varepsilon-\mu)+2\sigma\,[f\ln f+(1-f)\ln(1-f)].$$

Averaged over the mesh, with $\frac1N\sum2f=n$, this reads $\Omega=E-\mu n-\sigma s$, with $E$ the band energy and $s$ the dimensionless entropy, so $F=E-\sigma s=\Omega+\mu n$. The program asserts the equality of the two forms.

Direct differentiation gives $\partial\omega/\partial\mu=-2f$, $\partial f/\partial\mu=f(1-f)/\sigma$ and $\partial^2f/\partial\mu^2=f(1-f)(1-2f)/\sigma^2$. Define $n_{\rm m}(\mu)=\frac1N\sum2f$, $D(\mu)=dn_{\rm m}/d\mu>0$ and $\Phi(\mu)=\Omega(\mu)+\mu n$. Then $\Phi'=n-n_{\rm m}$ and $\Phi''=-D<0$, so $F=\Phi(\mu_{\rm m})$ is the maximum of $\Phi$, reached where $n_{\rm m}(\mu_{\rm m})=n$. Adding and subtracting $\Phi(\mu_\infty)=\Omega(\mu_\infty)+\mu_\infty n$, and using $F_\infty=\Omega_\infty(\mu_\infty)+\mu_\infty n$,

$$F-F_\infty=\delta\Omega(\mu_\infty)+g,\qquad g=\Phi(\mu_{\rm m})-\Phi(\mu_\infty)=\int_{\mu_\infty}^{\mu_{\rm m}}(n-n_{\rm m})\,d\mu .$$

Put $u=n_{\rm m}(\mu)-n$, so that $du=D\,d\mu$, and $u$ runs from $\delta n=n_{\rm m}(\mu_\infty)-n$ to 0. Reversing the limits absorbs the minus sign:

$$g=\int_0^{\delta n}\frac{u\,du}{D}\ \ge0.\tag{4}$$

If $D$ were constant at $D_0=D(\mu_\infty)$, then $g=\delta n^2/2D_0$. Since $|1-2f|\le1$ term by term, $|D'|\le D/\sigma$, so $\ln D$ changes by at most $|\delta\mu|/\sigma$ over the interval, with $\delta\mu=\mu_{\rm m}-\mu_\infty$. Hence

$$e^{-|\delta\mu|/\sigma}\,\frac{\delta n^2}{2D_0}\le g\le e^{|\delta\mu|/\sigma}\,\frac{\delta n^2}{2D_0}.\tag{5}$$

The quadratic form is a good estimate when $|\delta\mu|\ll\sigma$. The quantity $\delta n$ is a lattice sum of the type (3) with $2f$ in place of $\omega$, so $g$ also depends on $L$ and $k_0$.

## 4. Five meshes of matched density

The cells are primitive, $\frac a2(0,1,1),\frac a2(1,0,1),\frac a2(1,1,0)$; tetragonal, $\frac a2(1,1,0),\frac a2(-1,1,0),a(0,0,1)$; and cubic of edge $a$. All describe the same crystal, $\Delta=0$. The meshes are centred on $\Gamma$ except the last, which has $k_0=(0.1,0.1,0.1)\,2\pi/a$, half a step. Errors are relative to the $126^3$ reference, in meV.

| mesh | $N$ | $\delta\Omega$ | $g$ | $F-F_\infty$ |
|---|---|---|---|---|
| prim $8\times8\times8$ | 512 | $-1.154$ | 2.662 | $+1.508$ |
| tet $8\times8\times4$ | 512 | $-10.782$ | 0.213 | $-10.569$ |
| tet $7\times7\times5$ | 490 | $-5.473$ | 0.135 | $-5.338$ |
| cub $5\times5\times5$ | 500 | $-10.826$ | 7.349 | $-3.476$ |
| cub, shifted | 500 | $+10.516$ | 3.344 | $+13.860$ |

For each mesh the program asserts that the supercell spectrum equals $\varepsilon$ on the unfolded set, that $W(R)$ has the form found above on a sample of lattice vectors, that (5) holds, and that $\delta\Omega$ from diagonalization agrees within $10^{-5}$ eV with the sum (3) of Fourier coefficients taken from the dense grid and cut at $|R|=44a$. The two agree in all printed digits.

The free energies spread over $13.860-(-10.569)=24.43$ meV/atom, or 2.357 kJ/mol, for one and the same crystal. The first two rows have exactly the same density and differ by $-12.077$ meV. The two meshes of the manuscript differ by $-5.338-1.508=-6.846$ meV. Claim A fails in this model at this density, and so does Claim B, since an error of $+1.5$ meV on one mesh sits beside $-5.3$ meV on the other.

Equation (3) accounts for several features of the table. The $8\times8\times4$ mesh has the short vectors $(0,0,\pm4a)$, which alone give $-6.894$ meV, or $-3.447$ meV each, while the primitive mesh of the same density has no vector shorter than $8a/\sqrt2=5.657a$. For the cubic mesh the six vectors of type $(5a,0,0)$ give $-10.606$ meV, or $-1.768$ meV each. The pair $(0,0,\pm5a)$ also belongs to the $7\times7\times5$ lattice and has the same coefficient by cubic symmetry. Adding it to the four shortest vectors there, of length $4.950a$, gives $-1.729+2(-1.768)=-5.265$ meV out of $-5.473$ meV.

The shift acts through the cosine. For $R=5a(j_1,j_2,j_3)$ one has $k_0\cdot R=2\pi(0.1)(5)(j_1+j_2+j_3)=\pi(j_1+j_2+j_3)$, so terms with odd $j_1+j_2+j_3$ change sign and the others do not. The first shell goes from $-10.606$ to $+10.606$ meV. Half the sum of the two $\delta\Omega$ is the even part, $(-10.826+10.516)/2=-0.155$ meV, and half the difference is the odd part, $(-10.826-10.516)/2=-10.671$ meV. In $F$ the two samplings differ by $17.337$ meV at identical $L$.

Two things in the output go against a first guess. On the primitive mesh the first shell gives $+1.494$ meV but the total is $-1.154$ meV, so farther shells contribute $-1.154-1.494=-2.648$ meV and the shortest vectors do not even fix the sign. The cube-axis coefficients at $4a$ and $5a$ are large, and it is a conjecture, not checked, that the six vectors of type $(8a,0,0)$ supply much of this. Second, the quadratic estimate of $g$ is poor on the cubic $\Gamma$ mesh: $0.0777^2/(2\times0.2652)$ eV $=11.4$ meV against the true 7.349 meV. The linear estimate of the size of the shift, $\delta n/D_0=0.0777/0.2652=0.29$ eV, is about $3\sigma$, outside the regime $|\delta\mu|\ll\sigma$, and by (4) a smaller $g$ means that $D$ exceeds $D_0$ on a weighted average over the interval. The modest error of that mesh, $-10.826+7.349\approx-3.48$ meV, is a partial cancellation of two larger terms. The $+1.508$ meV behind Claim B also contains a partial cancellation, $-1.154+2.662$ meV.

The sampling error of a regular mesh depends on its lattice $L$ and shift $k_0$, not on the k-point density alone, and Claims A and B fail in this model at this density. It remains to examine Claim C: when two cells sample equivalent points, whether the equality survives self-consistency, and what error is left in the ordering energy.
